\section*{Transmission over a Whole Band from One Wave-Packet Run}

\section{The result}

A device occupies sites $1,\dots,M$ of a chain. On both sides uniform leads with hopping $-J$ run to infinity. With $\hbar=1$ and lattice constant 1, the lead energies and group velocity are
\begin{equation}
E=-2J\cos k,\qquad v=\frac{dE}{dk}=2J\sin k,\qquad 0<k<\pi .
\end{equation}
Put one particle on site 0, the last site of the left lead, let it evolve, and record its amplitude $\psi_d(t)$ on $d=M+1$, the first site of the right lead. This single record gives the transmission amplitude at every energy inside the band:
\begin{equation}
t(E)=v\,e^{-ikd}F_d(E),\qquad F_d(E)=\int_0^\infty e^{iEt}\psi_d(t)\,dt,\qquad T=|t|^2 .
\label{main}
\end{equation}
A real record stops at a time $\tau$ and yields $t_\tau$. What is missing is fixed by the state at $\tau$. If $P_D$ is the probability still inside the device, the trapped part causes an amplitude error above $\varepsilon$ only on energies of total width at most $4\pi JP_D/\varepsilon^2$, however long-lived the resonances are.

The Hamiltonian $H$ is real and symmetric, describes one particle without inelastic scattering, and has no bound states. The last condition is examined below.

\section{One level, by hand}

Let the device be a single site of energy $\epsilon$, joined to the leads by hoppings $-w_L$ and $-w_R$, so that $d=2$. Define $F_n(E)=\int_0^\infty e^{iEt}\psi_n\,dt$, where $E$ has a vanishing positive imaginary part that makes the integral converge. Multiply $i\dot\psi_n=(H\psi)_n$ by $e^{iEt}$ and integrate the left side by parts:
\begin{equation}
\int_0^\infty e^{iEt}\,i\dot\psi_n\,dt=-i\psi_n(0)+E F_n
\quad\Rightarrow\quad (E-H)F=i\psi(0).
\label{source}
\end{equation}
The initial state has become a source in a stationary equation. Since $dE=v\,dk$ with $v>0$, the imaginary part of $E$ gives $k$ a positive one. The decaying solutions are therefore the outgoing waves $F_n=F_2e^{ik(n-2)}$ for $n\ge2$ and $F_n=F_0e^{-ikn}$ for $n\le0$.

Three equations remain. With $E+Je^{ik}=-Je^{-ik}$ they read
\begin{align}
n=2:&\quad -Je^{-ik}F_2+w_RF_1=0,\\
n=0:&\quad -Je^{-ik}F_0+w_LF_1=i,\\
n=1:&\quad (E-\epsilon)F_1+w_LF_0+w_RF_2=0 .
\end{align}
The first two give $F_2=(w_R/J)e^{ik}F_1$ and $F_0=(e^{ik}/J)(w_LF_1-i)$. Inserted in the third,
\begin{equation}
\Big[E-\epsilon+\frac{w_L^2+w_R^2}{J}e^{ik}\Big]F_1=\frac{i\,w_L}{J}e^{ik}.
\end{equation}
Multiplying $F_2$ by $v e^{-2ik}$, as (\ref{main}) prescribes, gives
\begin{equation}
t(E)=\frac{2i\,(w_Lw_R/J)\sin k}{E-\epsilon+(w_L^2+w_R^2)e^{ik}/J}.
\label{onelevel}
\end{equation}
For $w_L=w_R=J$ and $\epsilon=0$ the chain is uniform. The denominator is then $-2J\cos k+2Je^{ik}=2iJ\sin k$, and $t=1$ as it must be. When the real part of the denominator vanishes,
\begin{equation}
T=\Big(\frac{2w_Lw_R}{w_L^2+w_R^2}\Big)^2 ,
\label{peak}
\end{equation}
which is 1 for equal contacts.

\subsection{Stopping the clock}

For weak contacts, $w_{L,R}^2\ll J^2$, and a level well inside the band, $k$ may be fixed at its resonance value $k_r$ in the small terms. With $\Gamma_{L,R}=2w_{L,R}^2\sin k_r/J$ and $\Gamma=\Gamma_L+\Gamma_R$,
\begin{equation}
t(E)\simeq\frac{i\sqrt{\Gamma_L\Gamma_R}}{E-E_r+i\Gamma/2}.
\end{equation}
The corresponding signal is proportional to $e^{-iE_rt-\Gamma t/2}$. Integrating it only up to $\tau$ gives
\begin{equation}
t_\tau=t\,\big[1-e^{i(E-E_r)\tau}e^{-\Gamma\tau/2}\big].
\label{cut}
\end{equation}
At $E_r$ the relative amplitude error is $e^{-\Gamma\tau/2}$, so an error $\eta$ requires
\begin{equation}
\tau\simeq\frac{2}{\Gamma}\ln\frac1\eta .
\label{time}
\end{equation}
In the opposite limit, $1/J\ll\tau\ll1/\Gamma$, the bracket at $E_r$ is about $\Gamma\tau/2$ and the peak is almost entirely missed. For $\tau$ of order $1/J$ the signal has not yet taken its exponential form, and (\ref{cut}) does not apply. Away from $E_r$ the error oscillates in energy with period $2\pi/\tau$.

\subsection{Why bound states are excluded}

Above the band, $e^{ik}$ becomes $-e^{-\kappa}$ with $E=2J\cosh\kappa$. A bound state requires the denominator of (\ref{onelevel}) to vanish:
\begin{equation}
2J\cosh\kappa-\epsilon-\frac{w_L^2+w_R^2}{J}e^{-\kappa}=0,\qquad\kappa>0 .
\end{equation}
The left side grows with $\kappa$, so there is no solution if it is non-negative at $\kappa=0$. The lower edge gives the mirrored condition. Together they read $|\epsilon|\le2J-(w_L^2+w_R^2)/J$.

A bound state of energy $E_b$ would add $c\,e^{-iE_bt}$ to the record. Its truncated transform, $ic\,[1-e^{i(E-E_b)\tau}]/(E-E_b)$, never settles. The cure is to subtract this term from the record and add its limit $ic/(E-E_b)$ to $F_d$ by hand.

\section{Any device and any packet}

Let $\chi^L$ be the stationary state with unit incidence from the left: $\chi^L_n=e^{ikn}+re^{-ikn}$ for $n\le0$ and $\chi^L_n=te^{ikn}$ for $n\ge d$. For a unit source on site $m\le0$, try
\begin{equation}
F_n=\frac{e^{-ikm}}{v}\times
\begin{cases}\chi^L_n, & n\ge m,\\ e^{ik(2m-n)}+re^{-ikn}, & n<m .\end{cases}
\end{equation}
The second line is outgoing to the left and joins the first at $n=m$. Away from $m$ the source-free equation holds. At $m$, the equation for $\chi^L$ is changed only through the neighbour $m-1$, where $e^{ik(m-1)}$ has been replaced by $e^{ik(m+1)}$. Hence
\begin{equation}
[(E-H)F]_m=\frac{e^{-ikm}}{v}\,J\big(e^{ik(m+1)}-e^{ik(m-1)}\big)=\frac{2iJ\sin k}{v}=i ,
\end{equation}
as (\ref{source}) demands. The decaying solution is unique for $\mathrm{Im}\,E>0$, so this is it. Superposing sources with weights $\varphi_m$ and reading off site $d$,
\begin{equation}
t(E)=\frac{v\,e^{-ikd}F_d(E)}{\tilde\varphi(k)},\qquad \tilde\varphi(k)=\sum_{m\le0}e^{-ikm}\varphi_m .
\label{general}
\end{equation}
The packet need not move to the right: its left-moving part leaves along the uniform lead and does not return. A packet on site 0 has $\tilde\varphi=1$ throughout the band. A smooth moving packet has small $|\tilde\varphi|$ far from its central momentum, and division by $\tilde\varphi$ magnifies every error there.

\section{What the truncated record lacks}

Take the one-site packet again. With $G=(E-H)^{-1}$, shifting the time origin to $\tau$ gives
\begin{equation}
\int_\tau^\infty e^{iEt}\psi_d\,dt=e^{iE\tau}\sum_n iG_{dn}\psi_n(\tau).
\end{equation}
Because $H$ is real and symmetric, $G_{dn}=G_{nd}$, which is the response to a source on site $d$. The construction above, mirrored, expresses it through the state $\chi$ with unit incidence $e^{-ikn}$ from the right:
\begin{equation}
iG_{dn}=\frac{e^{ikd}}{v}\chi_n\ (n\le d),\qquad iG_{dn}=\frac{e^{ikd}}{v}\chi_d\,e^{ik(n-d)}\ (n\ge d).
\end{equation}
For $n\le0$, $\chi_n=te^{-ikn}$, with the same $t$ because $G_{d0}=G_{0d}$. Multiplication by $ve^{-ikd}$ gives
\begin{equation}
t-t_\tau=e^{iE\tau}\Big[\sum_{n=1}^{M}\chi_n\psi_n(\tau)+t\,a_L+\chi_d\,a_R\Big],
\label{rest}
\end{equation}
\begin{equation}
a_L=\sum_{n\le0}e^{-ikn}\psi_n(\tau),\qquad a_R=\sum_{n\ge d}e^{ik(n-d)}\psi_n(\tau).
\end{equation}
The lead sums project on waves still travelling towards the device. At a fixed energy away from the band edges they become small once the packet has been scattered, but not zero, since the sums are cut at the device and slow components linger near it. Close to the edges, where incoming and outgoing waves can hardly be told apart, they decay slowly or not at all, and must be evaluated.

\subsection{A bound at each energy}

The dwell time for incidence from the right is the probability stored in the device per incident current, $\tau_D=\sum_{n=1}^M|\chi_n|^2/v$. The Cauchy--Schwarz inequality bounds the first sum in (\ref{rest}) by $\sqrt{v\tau_DP_D}$. Current conservation gives $|t|\le1$ and, since a reflected wave is no larger than the incident one, $|\chi_d|\le2$. Therefore
\begin{equation}
|t-t_\tau|\le b=\sqrt{v\,\tau_D P_D}+|a_L|+2|a_R| .
\label{point}
\end{equation}
From $|t|\le|t_\tau|+b$ it follows that
\begin{equation}
|T-T_\tau|=\big||t|-|t_\tau|\big|\,(|t|+|t_\tau|)\le b\,(2|t_\tau|+b).
\end{equation}
For other packets $b$ is divided by $|\tilde\varphi|$.

For an isolated narrow resonance the stored probability per incident current is $\Gamma_R/[(E-E_r)^2+\Gamma^2/4]$, with peak value
\begin{equation}
\tau_D\simeq 4\Gamma_R/\Gamma^2 .
\label{dwell}
\end{equation}
In the one-level device this follows from $|\chi_1|^2=v\Gamma_R/|E-E_r+i\Gamma/2|^2$, the mirrored form of the solution for $F_1$. The bound thus needs knowledge of the widths, which a short record may not contain.

\subsection{A bound on the spoiled energy range}

Incoming plane waves of unit amplitude have overlap $2\pi\delta(k-k')=2\pi v\,\delta(E-E')$, and the scattering states inherit this normalization. Without bound states, the functions $\chi/\sqrt{2\pi v}$ and their left-incident partners form a complete orthonormal set. So do their complex conjugates, which are the time-reversed states. The conjugate of $\chi$ has a single outgoing wave, to the right, so its overlap with the trapped part measures escape to the right:
\begin{equation}
\int\frac{dE}{2\pi v}\Big|\sum_{n=1}^M\chi_n\psi_n(\tau)\Big|^2=P_{\rm right}\le P_D .
\label{escape}
\end{equation}
Let $W$ be the total width of the energies at which the sum exceeds $\varepsilon$ in modulus. Since $v\le2J$, these energies alone contribute at least $\varepsilon^2W/(4\pi J)$, so
\begin{equation}
W\le\frac{4\pi J P_D}{\varepsilon^2}.
\label{width}
\end{equation}
Outside this set, $|t-t_\tau|\le\varepsilon+|a_L|+2|a_R|$. Everything here comes from the final state. No finite record can exclude a very narrow resonance at a chosen energy, but (\ref{width}) limits how much of the band such resonances can spoil.

\section{The algorithm}

\textbf{Chain.} Nothing appreciable moves faster than $2J$. Leads somewhat longer than $2J\tau$ keep the ends out of play, and the final state can be used in (\ref{rest}).

\textbf{Propagation.} If the spectrum lies in $[-2J,2J]$, one step is
\begin{equation}
e^{-iH\Delta t}=\sum_{m\ge0}(2-\delta_{m0})(-i)^m\mathcal J_m(2J\Delta t)\,T_m\!\Big(\frac{H}{2J}\Big),
\end{equation}
with Bessel functions $\mathcal J_m$ and Chebyshev polynomials $T_m$. The recursion $T_{m+1}(x)=2xT_m(x)-T_{m-1}(x)$ requires only products of $H$ with a vector.

\textbf{Sampling.} For an eigenvalue $E'$ of $H$ put $x=E-E'$. The sampled transform contains
\begin{equation}
\Delta t\sum_{m\ge0}e^{ixm\Delta t}=\frac{\Delta t}{1-e^{ix\Delta t}}
=\frac{\Delta t}{2}+\frac{i\Delta t}{2}\cot\frac{x\Delta t}{2}
=\frac{\Delta t}{2}+\sum_{l}\frac{i}{x+2\pi l/\Delta t}.
\end{equation}
The constant multiplies $\psi_d(0)=0$ and drops out. The samples therefore give $\sum_lF_d(E+2\pi l/\Delta t)$. Shifted bands do not overlap if $2\pi/\Delta t>4J$, that is, $\Delta t<\pi/(2J)$. This condition is necessary but not sufficient. The remaining terms with $l\ne0$ are evanescent, yet just below the limit they are not small near the band edges, and they fall only as a power of $\Delta t$: about $\Delta t^4$ for one level and $\Delta t^6$ for the three-site device below. For that device at $E=-1.9\,J$ they change $F_d$ by 18\% at $\Delta t=1.5\,\hbar/J$ and by $5\times10^{-7}$ at $\Delta t=0.25\,\hbar/J$. The step should therefore lie well below $\pi/(2J)$.

\textbf{End of the record.} The trapezoidal sum of $f=e^{iEt}\psi_d$ is corrected by $-\tfrac{\Delta t^2}{12}[f'(\tau)-f'(0)]$, where
\begin{equation}
f'(\tau)=ie^{iE\tau}\big[E\psi_d-(H\psi)_d\big]_{t=\tau}.
\end{equation}
Here $f'(0)=0$, because one application of $H$ does not connect the packet to $d$.

After the run, evaluate (\ref{general}) on any energy grid, then $P_D$, $a_L$ and $a_R$. If (\ref{width}) is too large for the accuracy wanted, continue the run.

\section{A device with three resonances}

The lattice model has $J$ as its natural energy and $\hbar/J$ as its time unit. The device has site energies $0.1$, $0$, $-0.1\,J$, inner hoppings of strength $u=0.5\,J$, and contacts $w_L=0.20\,J$, $w_R=0.15\,J$. The chain has 3464 sites, about 1730 per lead, while the front covers $2\times800=1600$ sites in the longest run. The time step is $0.25\,\hbar/J$. There are no bound states. Outside the band the leads only shift the outer site energies by $\pm w_{L,R}^2e^{-\kappa}/J$, at most $0.04\,J$, while the levels of the isolated device lie within $\pm0.72\,J$, so no level can reach $|E|>2J$. The computed spectrum of the finite chain lies inside the band, in agreement.

The outgoing-wave condition at complex energy gives poles at $E_r=-0.719$, $0.000$ and $0.720\,J$, with $\Gamma=0.0279$, $0.0622$ and $0.0327\,J$. The first is the narrowest. For it, (\ref{time}) with $\eta=10^{-3}$ gives
\begin{equation}
\tau\simeq\frac{2}{0.02789}\times6.908\simeq495\ \hbar/J .
\end{equation}
Its partial width is the one-level expression weighted by the share $s_3$ of the resonance state on site 3, $\Gamma_R=2w_R^2s_3\sin k_r/J=0.01367\,J$. This value in (\ref{dwell}) gives $\tau_D\simeq4(0.01367)/(0.02789)^2\simeq70\,\hbar/J$. The stationary state gives 71.

One run, cut at four times, yields the following. Errors in $T$ are absolute maxima over a grid with $|E|\le1.9\,J$, and the last column is $|t_\tau/t-1|$ at the narrowest resonance.
\begin{center}
\begin{tabular}{ccccc}
$\tau$ ($\hbar/J$) & $P_D$ & error in $T$ & bound & at $E_r$\\
100 & $1.1\times10^{-3}$ & 0.44 & 0.71 & 0.255\\
200 & $5.0\times10^{-5}$ & 0.12 & 0.16 & 0.063\\
400 & $1.4\times10^{-7}$ & 0.0069 & 0.0087 & 0.0038\\
800 & $5.6\times10^{-12}$ & $1.9\times10^{-5}$ & $8.4\times10^{-5}$ & $1.4\times10^{-5}$
\end{tabular}
\end{center}
The law $e^{-\Gamma\tau/2}$ predicts 0.248, 0.061, 0.0038 and $1.4\times10^{-5}$ for the last column. The identity (\ref{rest}) closes to $2\times10^{-7}$ or better in all four cases, against an independent stationary recursion for $t$ and $\chi$.

The grid maximum at $\tau=800$ understates the true one. At $E_r$ itself the run gives $T=0.9988147$ and the recursion $0.9988435$, a difference of $2.9\times10^{-5}$. By (\ref{cut}) the error oscillates in energy with period $2\pi/800\simeq0.008\,J$, and the grid does not hit the crest. The difference still lies below the bound's device part at $E_r$. With $v=1.87\,J$, that part is $\sqrt{1.87\times71.5\times5.6\times10^{-12}}\simeq2.7\times10^{-5}$ in $t$, or about $5.5\times10^{-5}$ in $T$. The entry for $\tau=400$ is low for the same reason: by (\ref{cut}) the relative amplitude error $3.83\times10^{-3}$ at $E_r$ means an error of about $7.6\times10^{-3}$ in $T$.

Between $\tau=400$ and $800$ decay at the rate of the narrowest resonance would reduce $P_D$ by $e^{-0.0279\times400}\simeq1.4\times10^{-5}$, to at most $2\times10^{-12}$. About a fifth of $P_D$ at $\tau=400$ lies in the faster-decaying resonance at $0.720\,J$, so the resonant part at $\tau=800$ is nearer $1.6\times10^{-12}$. The value found is larger, and a power-law tail from the band edges has the right size to account for this. For weak contacts site 0 is nearly the end of a half-infinite chain, so $\psi_0\simeq\frac2\pi\int_0^\pi\sin^2k\,e^{2iJt\cos k}dk=\mathcal J_1(2Jt)/(Jt)$. At late times this oscillates at the energies $\pm2J$, and $|\psi_0|^2$ averages to $1/(2\pi J^3t^3)$. Driven this far from its levels, site 1 follows with $|\psi_1|\sim(w_L/2J)|\psi_0|$. At $t=800\,\hbar/J$ this gives $|\psi_1|^2\sim3\times10^{-12}$, as a time average, which is the order of the excess. The tail and the resonant part add as amplitudes and oscillate against each other, so $P_D$ at one instant is not the sum of the two probabilities, and only the order of magnitude can be compared. The program does not test this estimate separately.

For $\varepsilon=0.05$ and $\tau=200$, (\ref{width}) gives $W\le4\pi(5.03\times10^{-5})/0.0025\simeq0.25\,J$. The actual width is $0.021\,J$. At $\tau=100$ the bound is $5.3\,J$, wider than the band, and says nothing. At $\tau=400$ it is $7\times10^{-4}\,J$. Relation (\ref{escape}) was tested by propagating the part trapped at $\tau=100$ on its own: the integral and the probability that leaves to the right are both $3.874\times10^{-4}$.

The value $T(0)=0.9216$ can be checked by hand. At $E=0$, $e^{ik}=i$, and the middle site requires $F_3=-F_1$. With the leads eliminated as before, the outer sites obey
\begin{equation}
\Big(-0.1J+\frac{iw_L^2}{J}\Big)F_1+uF_2=-\frac{w_L}{J},\qquad
\Big(0.1J+\frac{iw_R^2}{J}\Big)F_3+uF_2=0 .
\end{equation}
Subtracting them cancels $F_2$ and the site energies, leaving $i(w_L^2+w_R^2)F_1/J=-w_L/J$. This is the one-level equation at resonance, so (\ref{peak}) applies: $T=(0.06/0.0625)^2=0.9216$.

Two further runs of the analysis show the conditions at work. Sampling the record every $2\,\hbar/J$, above the limit $\pi/2$, changes $F_d$ at $E=-1.5\,J$ by 73\% of its modulus. Adding the true $F_d$ at the folded energy $-1.5+\pi\simeq1.64\,J$ accounts for the change to $2\times10^{-4}$ of that modulus. A moving Gaussian packet, whose $|\tilde\varphi|$ falls to 3\% of its maximum within $|E|\le1.9\,J$, reproduces $T$ on the grid to $2\times10^{-5}$ after the division in (\ref{general}). The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Energies in J, times in hbar/J
site energies [ 0.1  0.  -0.1] J; inner hopping 0.5 J
contact hoppings 0.2, 0.15 J; time step 0.25 hbar/J
chain sites 3464; spectrum -2.00000 to 2.00000 J
pole: E_r = -0.71934 J, Gamma = 0.02789 J
pole: E_r = 0.00011 J, Gamma = 0.06224 J
pole: E_r = 0.72016 J, Gamma = 0.03268 J
Errors are maxima over |E| <= 1.9 J
tau = 100 hbar/J: trapped probability 1.054e-03
  max T error 4.415e-01, max bound 7.064e-01
  identity error 1.6e-07
  width with device error > 0.05: 0.2475 J, bound 5.297e+00 J
  relative t error at E_r 2.552e-01, exp law 2.480e-01
tau = 200 hbar/J: trapped probability 5.030e-05
  max T error 1.182e-01, max bound 1.613e-01
  identity error 3.8e-08
  width with device error > 0.05: 0.0213 J, bound 2.528e-01 J
  relative t error at E_r 6.258e-02, exp law 6.148e-02
tau = 400 hbar/J: trapped probability 1.403e-07
  max T error 6.927e-03, max bound 8.693e-03
  identity error 2.9e-09
  width with device error > 0.05: 0.0000 J, bound 7.051e-04 J
  relative t error at E_r 3.832e-03, exp law 3.780e-03
tau = 800 hbar/J: trapped probability 5.624e-12
  max T error 1.858e-05, max bound 8.410e-05
  identity error 6.3e-10
  width with device error > 0.05: 0.0000 J, bound 2.827e-08 J
  relative t error at E_r 1.445e-05, exp law 1.429e-05
narrowest: E_r = -0.71934 J, Gamma_R = 0.01367 J
dwell time 71.47, pole estimate 70.32 hbar/J
time for relative t error 1e-3: 495.4 hbar/J
trapped part at tau = 100 leaving right: integral 3.874112e-04, propagated 3.874112e-04
step 2.0 hbar/J at E = -1.5 J: relative F error 0.728
  after adding F at 1.6416 J: 1.9e-04
Gaussian packet (centre -10, width 1.5 sites): max T error 2.08e-05
  smallest/largest |phi(k)| for |E| <= 1.9 J: 0.0292
E = -1.5000 J: T run 0.0000155, T stationary 0.0000155
E = -0.7193 J: T run 0.9988147, T stationary 0.9988435
E = 0.0000 J: T run 0.9216000, T stationary 0.9216000
E = 0.5000 J: T run 0.0123644, T stationary 0.0123644
E = 1.5000 J: T run 0.0000156, T stationary 0.0000156
\end{verbatim}
